# The zero-temperature Clogston-Chandrasekhar transition from paired and normal free energies

A superconducting aluminium film a few nanometres thick, placed in a magnetic field parallel to its plane, leaves little room for screening currents. The field then acts mainly on the electron spins, and a tunnelling measurement can resolve the splitting of the quasiparticle spectrum. As the field grows, a conflict develops. A normal metal lowers its energy by turning some spins along the field, whereas a singlet pair has no net spin to turn. At some field the normal metal must become the cheaper state, even though the field has not yet supplied enough energy to break a pair in the superconductor.

To find that field, let \(h=g\mu_B B/2\) be the Zeeman energy of one spin, equal to \(\mu_B B\) for \(g=2\). The label \(\uparrow\) denotes the spin state lowered by the field, so the two spin energies are \(\xi-h\) and \(\xi+h\), with \(\xi\) measured from the chemical potential. The splitting between them is \(2h\). The density of states per spin and per volume, \(N_0\), is taken as constant over a band \(-W<\xi<W\) in which an attraction of strength \(g_p\) acts. The model is weak-coupling mean-field theory for a uniform s-wave state at zero temperature, with \(W\gg\Delta,h\). Orbital motion in the field, spin-orbit scattering and exchange between electrons are left out at first. Temperature, chemical potential and field are held fixed, so the quantity to compare is the grand potential per volume \(\Omega\), called the free energy below.

Replacing the attraction by a real mean field \(\Delta\) gives

\[
\mathcal H=\sum_{\mathbf k}\left[(\xi_k-h)n_{\mathbf k\uparrow}+(\xi_k+h)n_{-\mathbf k\downarrow}-\Delta\left(c^\dagger_{\mathbf k\uparrow}c^\dagger_{-\mathbf k\downarrow}+\text{h.c.}\right)\right]+\frac{\Delta^2}{g_p},
\]

written for unit volume. The last term corrects the double counting of the interaction energy. Each pair of orbitals \((\mathbf k\uparrow,-\mathbf k\downarrow)\) is now a separate problem with four states. The two singly occupied states have energies \(\xi-h\) and \(\xi+h\), and the pairing term does not act on them. The empty and doubly occupied states are mixed by the matrix

\[
\begin{pmatrix}0&-\Delta\\-\Delta&2\xi\end{pmatrix},\qquad
\lambda^2-2\xi\lambda-\Delta^2=0,\qquad
\lambda=\xi\pm E,\quad E=\sqrt{\xi^2+\Delta^2}.
\]

The field is absent from these two levels because the Zeeman energies of the opposite spins cancel. The lowest of the four energies is \(\xi-\max(E,h)\), and the free energy at zero temperature is therefore

\[
\Omega(\Delta,h)=\frac{\Delta^2}{g_p}+N_0\int_{-W}^{W}\left[\xi-\max(E,h)\right]d\xi .
\]

For the normal state, \(\Delta=0\) and \(E=|\xi|\). The field changes the integrand only where \(|\xi|<h\), where the orbital pair holds a single electron, so

\[
\Omega_N(h)-\Omega_N(0)=-2N_0\int_0^h(h-\xi)\,d\xi=-N_0h^2 .
\]

The spin density is \(n_\uparrow-n_\downarrow=-\partial\Omega_N/\partial h=2N_0h\). The factor in the energy can be checked from this: the Zeeman gain is \(-h(2N_0h)=-2N_0h^2\), and moving electrons to higher orbitals costs \(+N_0h^2\) in band energy. Half the gain survives.

For a paired state with \(\Delta>h\), the inequality \(E\ge\Delta>h\) holds at every \(\xi\). No pair is broken and \(h\) drops out. Measured from the normal state at zero field,

\[
\Omega-\Omega_N(0)=\frac{\Delta^2}{g_p}-2N_0\int_0^W(E-\xi)\,d\xi .
\]

The integral of the first term is

\[
\int_0^W E\,d\xi=\frac12\left[W\sqrt{W^2+\Delta^2}+\Delta^2\operatorname{arcsinh}\frac W\Delta\right]
\simeq\frac{W^2}{2}+\frac{\Delta^2}{4}+\frac{\Delta^2}{2}\ln\frac{2W}{\Delta},
\]

where the last form uses \(W\gg\Delta\). Subtracting \(\int_0^W\xi\,d\xi=W^2/2\) removes the large term, and

\[
\Omega-\Omega_N(0)=\frac{\Delta^2}{g_p}-N_0\left[\frac{\Delta^2}{2}+\Delta^2\ln\frac{2W}{\Delta}\right].
\]

The zero-field gap \(\Delta_0\) makes this stationary. The derivative of the square bracket is \(\Delta+2\Delta\ln(2W/\Delta)-\Delta=2\Delta\ln(2W/\Delta)\), so the condition is \(1/g_p=N_0\ln(2W/\Delta_0)\). Inserting it eliminates both the coupling and the cut-off:

\[
\Omega-\Omega_N(0)=N_0\left[\Delta^2\ln\frac{\Delta}{\Delta_0}-\frac{\Delta^2}{2}\right],\qquad \Delta>h .
\]

Its derivative, \(2N_0\Delta\ln(\Delta/\Delta_0)\), is negative below \(\Delta_0\) and positive above it. As long as \(h<\Delta_0\), the paired state thus has a minimum at the unchanged gap \(\Delta_0\), with

\[
\Omega_S-\Omega_N(0)=-\frac12N_0\Delta_0^2 .
\]

The two states have equal free energy when \(-N_0h_c^2=-N_0\Delta_0^2/2\), that is, when

\[
h_c=\frac{\Delta_0}{\sqrt2},\qquad B_c=\frac{\sqrt2\,\Delta_0}{g\mu_B}.
\]

This is consistent with the assumption \(h<\Delta_0\) used for the paired state. The full spin splitting at the transition is \(2h_c=\sqrt2\,\Delta_0\). The density of states has cancelled because it multiplies both the polarization energy and the condensation energy.

The crossing of two energies does not by itself show how they are connected. For that, the free energy is needed at trial gaps smaller than \(h\). There, orbital pairs with \(|\xi|<x\), where \(x=\sqrt{h^2-\Delta^2}\), are singly occupied, and each lowers the energy by a further \(h-E\). The added term is

\[
-2N_0\int_0^x(h-E)\,d\xi
=-2N_0\left[hx-\frac{xh}{2}-\frac{\Delta^2}{2}\ln\frac{h+x}{\Delta}\right]
=-N_0\left[hx-\Delta^2\ln\frac{h+x}{\Delta}\right],
\]

because \(E=h\) at \(\xi=x\) and \(\operatorname{arcsinh}(x/\Delta)=\ln[(x+h)/\Delta]\). Adding the previous expression gives

\[
\Omega-\Omega_N(0)=N_0\left[\Delta^2\ln\frac{h+x}{\Delta_0}-\frac{\Delta^2}{2}-hx\right],\qquad \Delta<h .
\]

At \(\Delta=0\) this returns \(-N_0h^2\). To differentiate at fixed \(h\), use \(\partial x/\partial\Delta=-\Delta/x\):

\[
\frac1{N_0}\frac{\partial\Omega}{\partial\Delta}
=2\Delta\ln\frac{h+x}{\Delta_0}-\frac{\Delta^3}{x(h+x)}-\Delta+\frac{h\Delta}{x}.
\]

Since \(\Delta^2=(h-x)(h+x)\), the second term equals \(-\Delta(h-x)/x=-h\Delta/x+\Delta\), which cancels the last two. What remains is \(2\Delta\ln[(h+x)/\Delta_0]\). It vanishes at \(x=\Delta_0-h\), or

\[
\Delta_b^2=h^2-(\Delta_0-h)^2=\Delta_0(2h-\Delta_0),\qquad \frac{\Delta_0}{2}<h<\Delta_0 .
\]

As \(\Delta\) increases, \(x\) decreases, so the slope changes from positive to negative at \(\Delta_b\). This stationary point is a maximum, a barrier between the normal and paired minima. Its free energy follows from the logarithm being zero:

\[
\frac{\Omega_b-\Omega_N(0)}{N_0}=-\frac{\Delta_0(2h-\Delta_0)}2-h(\Delta_0-h)
=h^2-2h\Delta_0+\frac{\Delta_0^2}{2}.
\]

At \(h=h_c\) this is \((1-\sqrt2)\Delta_0^2\), while both minima lie at \(-\Delta_0^2/2\). The barrier is therefore \((3/2-\sqrt2)N_0\Delta_0^2\simeq0.0858\,N_0\Delta_0^2\), and it stands at \(\Delta_b=\Delta_0\sqrt{\sqrt2-1}\simeq0.644\,\Delta_0\). The equilibrium gap jumps from \(\Delta_0\) to zero, and the spin density jumps from zero to \(2N_0h_c\). The transition is first order.

The same slope gives the limits of metastability. Near \(\Delta=0\) its sign is that of \(\ln(2h/\Delta_0)\), so the normal state is stable against weak uniform pairing for \(h>\Delta_0/2\). The paired minimum survives up to \(h=\Delta_0\); beyond that field the slope is positive at all \(\Delta>0\). Between these limits a sweep of the field can show hysteresis, and \(h_c\) marks equality of free energies, not the field at which either state must disappear.

These results were tested by diagonalizing the four-state Hamiltonian numerically and summing its lowest level over 10,000 values of \(\xi\), with \(W=50\Delta_0\). The free energies cross at \(h=0.70707\,\Delta_0\), against \(0.70711\,\Delta_0\) from the formula. The barrier found in the sums has height \(0.08577\,N_0\Delta_0^2\) and lies at \(0.6426\,\Delta_0\), close to the derived values.

The four levels also give the tunnelling spectrum. Starting from the paired ground level \(\xi-E\), reaching a singly occupied level costs \(E-h\) or \(E+h\). The two spin spectra therefore begin at \(\Delta_0-h\) and \(\Delta_0+h\). At the transition the lower edge is \((1-1/\sqrt2)\Delta_0\simeq0.293\,\Delta_0\), still above zero. A single pair cannot profitably be broken inside the otherwise intact superconductor. The normal state wins because giving up the condensate everywhere permits many spins to polarize together.

Consider an aluminium film with a gap of 0.40 meV, a thickness of 2.5 nm and \(N_0=12\) states per eV and nm³ for each spin. These and the other material parameters below are rough values for very thin films. The transition requires \(h_c=0.40/\sqrt2=0.283\) meV. Dividing by \(\mu_B=0.0579\) meV/T gives \(B_c=4.89\) T. Without orbital effects, the edges of the two spin spectra are then at \(0.400-0.283=0.117\) meV and \(0.400+0.283=0.683\) meV. In the ideal zero-temperature model the metastability limits are 3.46 T for the normal state and 6.91 T for the paired state. Neither value should be taken as an end of the hysteresis range of a real film. With the orbital, spin-orbit, interaction and thermal effects sized below, dirty-limit theory at 0.30 K moves the limits to roughly 4.7 T and 5.3 T and lowers the barrier to about \(0.01\,N_0\Delta_0^2\), so the transition remains first order, but only weakly.

The condensation energy is \(\tfrac12(12)(4.0\times10^{-4})^2=9.6\times10^{-7}\) eV/nm³, or 154 J/m³, and the barrier is 26 J/m³. The magnetization jump \(2N_0h_c\mu_B\) is 63 A/m. Multiplied by \(\mu_0\), it is 79 µT, so the difference between the applied field and the field inside the film is negligible beside 4.89 T.

Temperature is the first omission to size. In a normal metal with constant density of states, each spin has thermal particles and holes about its own Fermi edge. Their contribution to the free energy is

\[
-4N_0k_BT\int_0^\infty\ln\left(1+e^{-\epsilon/k_BT}\right)d\epsilon=-\frac{\pi^2}{3}N_0(k_BT)^2,
\]

since the integral is \(\pi^2k_BT/12\). The factor 4 counts two spins, with particles and holes for each. The paired state has a gap \(\Delta_0-h\), so its thermal contribution is exponentially small when \(k_BT\ll\Delta_0-h\). Equality of the free energies becomes

\[
h^2+\frac{\pi^2}{3}(k_BT)^2\simeq\frac{\Delta_0^2}{2}.
\]

At 0.30 K, \(k_BT/\Delta_0=0.0646\), and this law lowers the field by about 1.4 %. A numerical crossing that retains the thermal quasiparticles of the paired state gives a reduction of 1.34 %.

Interactions other than pairing change the normal polarization energy. Exchange between electrons usually makes a metal easier to polarize. Coupling to phonons works the other way in this balance, because it raises the density of states in the condensation energy but hardly changes the spin response. With \(N_0\) taken as the density of states in the condensation energy, let \(G\) be defined by \(\Omega_N(h)-\Omega_N(0)=-N_0h^2/(1+G)\). A positive \(G\) makes the normal metal harder to polarize, while the unpolarized paired state gains nothing in either case. The transition field is multiplied by \(\sqrt{1+G}\), which is an increase of 9.5 % for \(G=0.20\). A positive value means that the phonon effect outweighs exchange. The rough value \(N_0=12\) used here is close to that of free electrons; including the phonon increase would raise the condensation energy and reduce the relative weight of the orbital energy estimated below. An increase by a factor of about 1.4 would lower that weight from 0.154 to 0.11 and raise the combined estimate below from 5.02 T to about 5.15 T.

Spin-orbit scattering acts differently: spin is no longer conserved, and the paired state acquires some spin response. If its susceptibility is a fraction \(r\) of the normal one, the difference in polarization energy is multiplied by \(1-r\), and the field is multiplied by \(1/\sqrt{1-r}\). For \(r=0.08\) the increase is 4.3 %. This estimate extends a linear response up to the transition. The response actually grows with the field, and dirty-limit theory with the same low-field \(r\) gives an increase of about 5.5 %. In films of heavy elements \(r\) can be large, and the ideal limit then fails as an upper limit on the field.

The orbital effect works against superconductivity. With \(z\) measured from the middle of the film, the vector potential has magnitude \(Bz\) and lies in the plane. If the supercurrent density is \(\mathbf J=-K\mathbf A\), its energy density averaged over the thickness \(d\) is

\[
u_{\rm orb}=\frac K2B^2\langle z^2\rangle=\frac{KB^2d^2}{24},\qquad \langle z^2\rangle=\frac{d^2}{12}.
\]

The stiffness \(K\) can be found from the conductivity. The response \(-K\mathbf A\) corresponds to \(\sigma=iK/\omega\) plus a real part \(\pi K\delta(\omega)\), half of whose weight belongs to positive frequencies. The conductivity sum rule requires this weight, \(\pi K/2\), to equal the area lost from the normal conductivity \(1/\rho_n\) at finite frequency. For a dirty superconductor at zero temperature the Mattis-Bardeen conductivity, taken here as an input to the estimate, gives a lost area of \((\pi^2/2)\Delta_0/(\hbar\rho_n)\); numerical integration of that conductivity gives 4.9348 for the factor \(\pi^2/2\). Hence

\[
K=\frac{\pi\Delta_0}{\hbar\rho_n}.
\]

With \(\rho_n=50\) µΩ cm, the penetration depth \(1/\sqrt{\mu_0K}\) is 457 nm, far above the film thickness, which justifies a uniform field in the film. At 4.89 T the orbital energy is 23.7 J/m³, a fraction \(\kappa=0.154\) of the condensation energy. It grows as \(B^2\), as the polarization energy does, so the balance becomes \(h^2(1+\kappa)=\Delta_0^2/2\) and the field falls by 6.9 %. This is a leading-order estimate, with the gap held at \(\Delta_0\). The spectrum is affected more strongly than the energy: in dirty-limit theory the same orbital pair breaking lowers the bottom spectral edge at 4.89 T from the ideal 0.117 meV to about 0.025 meV. Since \(\kappa\propto d^2\) at fixed gap and resistivity, doubling the thickness to 5 nm would raise \(\kappa\) to 0.62 and the estimated reduction to about 21 %, where a leading-order treatment is already doubtful.

Taken together, these effects give

\[
h^2\left[\frac{1-r}{1+G}+\kappa\right]+\frac{\pi^2}{3}(k_BT)^2=\frac{\Delta_0^2}{2}.
\]

The square bracket is \(0.767+0.154=0.921\), and the thermal term is \(0.0137\,\Delta_0^2\). Thus \(h=\Delta_0\sqrt{0.4863/0.921}=0.727\,\Delta_0\), or 5.02 T, which is 2.8 % above the ideal field. The small net change comes from a partial cancellation for these inputs, and does not mean that each correction is small. The formula only adds leading-order terms. At this field the lower spectral edge is only about 0.03 meV, comparable to \(k_BT\), and the formula omits quasiparticles in the paired state, the reduction of the gap and the growth of the spin response with field. Solving the dirty-limit equations self-consistently with the same inputs puts the crossing near 5.15 T, about 5 % above the ideal field, so the difference between 5.02 T and the ideal field is not a precise prediction.

A further possibility is pairing with a finite total momentum \(\hbar\mathbf q\). In a clean metal the partners at \(\mathbf k+\mathbf q/2\) and \(-\mathbf k+\mathbf q/2\) have energies shifted by \(\pm\hbar\mathbf v\cdot\mathbf q/2\), where \(\mathbf v\) is the Fermi velocity. This replaces \(h\) by \(h-\hbar\mathbf v\cdot\mathbf q/2\) for each direction. The normal state becomes unstable to such pairing when the directional average of \(\ln(2|h-\hbar\mathbf v\cdot\mathbf q/2|/\Delta_0)\) reaches zero. With \(\bar q=\hbar vq/(2h)\), an isotropic three-dimensional metal gives

\[
h=\frac{\Delta_0}{2}\exp\left[1-\frac{(\bar q+1)\ln(\bar q+1)+(\bar q-1)\ln(\bar q-1)}{2\bar q}\right],\qquad \bar q>1 .
\]

The largest value found numerically is \(0.754\,\Delta_0\), at \(\bar q=1.20\). It exceeds \(h_c\), so in this clean metal a modulated state is favoured over the normal one just above \(h_c\), and the direct transition between uniform states is not the equilibrium sequence.

The film is far from that clean limit. Its diffusion constant \(D=1/(2N_0e^2\rho_n)\) is 5.2 cm²/s. For a Fermi velocity of \(2.0\times10^6\) m/s, the mean free path \(3D/v\) is 0.78 nm, against a clean coherence length \(\hbar v/(\pi\Delta_0)\) of about 1000 nm. An electron changes direction many times over the length of a pair, so the directional matching on which the clean calculation relies is lost.

Real aluminium films of this kind do show spin-split tunnelling spectra and a first-order transition in a parallel field at low temperature. The assumed gap is roughly twice that of bulk aluminium, as can occur in very thin films, and the mean free path is so short that its value is an order-of-magnitude estimate. Among the separate corrections for the 2.5 nm film with these inputs, the interaction parameter \(G\) moves the ideal field most, by 9.5 %. The calculation also takes the field to lie exactly in the plane. A tilt adds a perpendicular component that drives vortices and larger orbital currents, an effect not included in the 5.02 T estimate. The numerical output below lists the inputs and the separate corrections; the one due to \(G\) is labelled "exchange" there.

## Computed results

```
TESTS IN REDUCED UNITS
crossing h/Delta0, from level sums: 0.70707
crossing h/Delta0, formula: 0.70711
paired free energy / (N0 Delta0^2), level sums: -0.49994
barrier gap / Delta0, level sums: 0.6426
barrier gap / Delta0, formula: 0.6436
barrier / (N0 Delta0^2), level sums: 0.08577
barrier / (N0 Delta0^2), formula: 0.08579
missing conductivity area, quadrature: 4.9348
missing conductivity area, pi^2/2: 4.9348
ROUGH INPUTS, THIN ALUMINIUM FILM
zero-field gap: 0.40 meV
thickness: 2.5 nm
normal resistivity: 50 uohm cm
temperature of use: 0.30 K
density of states per spin: 12 /(eV nm^3)
Fermi velocity: 2.0e+06 m/s
exchange parameter G: 0.20
residual spin susceptibility fraction r: 0.08
pairing cut-off: 35 meV
IDEAL TRANSITION
single-spin Zeeman energy: 0.2828 meV
full spin splitting: 0.5657 meV
transition field: 4.886 T
normal stability limit Delta0/2: 3.455 T
paired stability limit Delta0: 6.910 T
lower quasiparticle edge: 0.1172 meV
upper quasiparticle edge: 0.6828 meV
condensation energy density: 153.8 J/m^3
barrier density: 26.4 J/m^3
magnetization jump: 63.0 A/m
mu0 times jump: 79.1 uT
NEGLECTED EFFECTS
exchange, field change: +9.5 %
spin-orbit, field change: +4.3 %
orbital energy density at ideal field: 23.7 J/m^3
orbital / condensation energy: 0.154
orbital, field change: -6.9 %
penetration depth: 457 nm
kT / Delta0: 0.0646
temperature, field change: -1.34 %
finite cut-off, field change: -0.0016 %
combined estimate of field: 5.02 T
combined field change: +2.8 %
clean finite-momentum limit h/Delta0: 0.7544
its reduced momentum hbar v q/(2h): 1.200
diffusion constant: 5.20 cm^2/s
mean free path: 0.78 nm
clean coherence length: 1048 nm
```
